**Stretched exponential in logarithmic time: numerical tests and a drift example**

The program tests that φ(t) = exp[−(t/τ)^β], written in u = β ln(t/τ), expands as (1/e)(1 − u + u³/6 + u⁴/24 − u⁵/60 + …), with no quadratic term. Here τ is the relaxation time, β the stretching exponent and ΔE the total rise of the conduction barrier. It asserts the coefficients by symbolic differentiation, and on a grid of u from −30 to 30 it asserts the bound M|u|³/6 on the error of the logarithmic law. It also asserts that the window of validity scales as 1/β, and that it shrinks as the cube root of the allowed error at τ but close to the square root at the other expansion time tried. For activated resistance it compares numerical derivatives with the drift exponent ν = βΔE/(e kT) and its variation in time. The output shows a window of 8.04 decades for β = 0.06 and an error of 0.01 in φ, and ν = 0.1025 for the example cell. It also sizes neglected effects, including use at 350 K, temperature wander, read conditions, crystallization and a compensating prefactor, from assumed round parameters.

## Program and output

```python
"""Stretched exponential in logarithmic time, and resistance drift.

Result under test: phi(t) = exp(-(t/tau)**beta), with u = beta*ln(t/tau), is
    phi = (1/e) * (1 - u + 0*u**2 + u**3/6 + u**4/24 - u**5/60 + ...),
with |phi - (1-u)/e| <= M*|u|**3/6 for all u, M = max |d^3 phi/du^3|.
If the conduction barrier is E_a(t) = E_inf - dE*phi(t) and R ~ exp(E_a/kT),
then R ~ t**nu near tau, with nu = beta*dE/(e*kT).
Symbols: tau relaxation time, beta stretching exponent, dE total barrier
change, delta allowed absolute error of phi.
Energies in eV, times in s, temperatures in K.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar

KB = constants.k / constants.e      # eV/K
LN10 = np.log(10.0)


def phi(t, tau, beta):
    return np.exp(-(t / tau) ** beta)


# ---- Taylor coefficients from symbolic differentiation of the definition
x, b = sp.symbols("x b", positive=True)
relax = sp.exp(-sp.exp(x) ** b)
claimed = [1, -b, 0, b**3 / 6, b**4 / 24, -b**5 / 60]
for order, value in enumerate(claimed):
    coef = sp.diff(relax, x, order).subs(x, 0) / sp.factorial(order)
    assert sp.simplify(coef * sp.E - value) == 0

# ---- quadratic coefficient about other times, by numerical differentiation
quadratic = {}
for s0 in (0.5, 1.0, 2.0):
    beta_q = 0.3
    x0 = np.log(s0) / beta_q
    num = mp.diff(lambda y: mp.exp(-mp.exp(y) ** beta_q), x0, 2) / 2
    formula = beta_q**2 * s0 * (s0 - 1) * np.exp(-s0) / 2
    assert abs(float(num) - formula) < 1e-7
    quadratic[s0] = float(num) / beta_q**2

# ---- global bound on the third derivative and on the remainder
roots = np.roots([1, -6, 7, -1]).real
third = np.exp(-roots) * (-roots + 3 * roots**2 - roots**3)
M = np.max(np.abs(third))
sampled = max(abs(float(mp.diff(lambda v: mp.exp(-mp.exp(v)), u, 3)))
              for u in np.linspace(-6, 3, 181))
assert sampled <= M + 1e-7 and sampled > 0.998 * M
u_grid = np.concatenate([np.linspace(-30, -0.01, 6000),
                         np.linspace(0.01, 30, 6000)])
remainder = phi(np.exp(u_grid), 1.0, 1.0) - (1 - u_grid) / np.e
assert np.all(np.abs(remainder) <= M * np.abs(u_grid) ** 3 / 6)


# ---- width in decades over which a tangent in ln t stays within delta
def decades(beta, delta, s0=1.0):
    x0 = np.log(s0) / beta
    slope = -beta * s0 * np.exp(-s0)

    def excess(dx):
        line = np.exp(-s0) + slope * dx
        return abs(phi(np.exp(x0 + dx), 1.0, beta) - line) - delta

    right_end = -x0 if s0 < 1 else 5 / beta
    right = brentq(excess, 0, right_end, xtol=1e-12)
    left = brentq(excess, -5 / beta, 0, xtol=1e-12)
    return (right - left) / LN10


delta = 0.01
widths = {}
for beta_w in (1.0, 0.5, 0.1, 0.06, 0.03):
    widths[beta_w] = decades(beta_w, delta)
    leading = 2 * (6 * np.e * delta) ** (1 / 3) / (beta_w * LN10)
    sure = 2 * (6 * delta / M) ** (1 / 3) / (beta_w * LN10)
    assert abs(widths[beta_w] / leading - 1) < 0.03   # higher orders
    assert widths[beta_w] >= sure
    assert abs(widths[beta_w] * beta_w - widths[1.0]) < 1e-6
width_off = decades(0.06, delta, 0.5)
assert width_off < widths[0.06]
# a thousandfold smaller error: factor 10 at tau, sqrt(1000) elsewhere
gain_tau = decades(0.06, 1e-3) / decades(0.06, 1e-6)
gain_off = decades(0.06, 1e-3, 0.5) / decades(0.06, 1e-6, 0.5)
assert abs(gain_tau / 10 - 1) < 0.02
assert abs(gain_off / np.sqrt(1000) - 1) < 0.03

# ---- worked example: drift of an amorphous phase-change cell
T, beta, dE, tau = 300.0, 0.06, 0.12, 1.0e3
R_tau, E_tau = 1.0, 0.30            # Mohm, eV
t_first, t_last = 1.0, 1.0e6


def log_r(t, beta=beta, dE=dE, T=T, tau=tau):
    """ln[R(t)/R(tau)] from the activated resistance."""
    return dE / (KB * T) * (np.exp(-1.0) - phi(t, tau, beta))


def local_nu(t, T=T, tau=tau, h=1e-3):
    up = log_r(t * np.exp(h), T=T, tau=tau)
    down = log_r(t * np.exp(-h), T=T, tau=tau)
    return (up - down) / (2 * h)


nu = beta * dE / (np.e * KB * T)
assert abs(local_nu(tau) / nu - 1) < 1e-6
for t in (t_first, 30.0, t_last):
    u = beta * np.log(t / tau)
    assert abs(local_nu(t) / (nu * np.exp(1 + u - np.exp(u))) - 1) < 1e-6
for t in (100.0, 1.0e4):
    u = beta * np.log(t / tau)
    assert abs(local_nu(t) / nu - (1 - u**2 / 2)) < abs(u) ** 3 / 3
peak = minimize_scalar(lambda y: -local_nu(tau * np.exp(y)),
                       bounds=(-20, 15), method="bounded",
                       options={"xatol": 1e-6})
assert abs(peak.x) < 0.01

# straight-line fit over the observed decades
L = beta * np.log(t_last / tau)
log_t = np.linspace(np.log(t_first), np.log(t_last), 2001)
log_data = log_r(np.exp(log_t))
nu_fit, offset = np.polyfit(log_t, log_data, 1)
misfit = np.max(np.abs(log_data - nu_fit * log_t - offset))
slope_drop = 1 - nu_fit / nu
assert abs(slope_drop - L**2 / 10) < 5e-4

# half beta with double dE: the same nu, differing from third order on
change = log_r(np.exp(log_t), beta / 2, 2 * dE) - log_data
odd_part = (change[-1] - change[0]) / 2
odd_leading = 0.75 * dE / (KB * T) * L**3 / (6 * np.e)
assert abs(odd_part / odd_leading - 1) < 0.04          # fifth order
ambiguity = np.max(np.abs(change))

ten_years = 10 * constants.Julian_year
R_model = R_tau * np.exp(log_r(ten_years))
R_power = R_tau * (ten_years / tau) ** nu
R_end = R_tau * np.exp(dE / (KB * T * np.e))
assert R_model < R_power and R_model < R_end

# ---- size of neglected effects
attempt, T_hot = 1e-13, 350.0
E_relax = KB * T * np.log(tau / attempt)
tau_hot = attempt * np.exp(E_relax / (KB * T_hot))
nu_hot = [local_nu(t, T_hot, tau_hot) for t in (t_first, t_last)]
early = 1 - phi(attempt, tau, beta)

per_kelvin = 1 - np.exp(E_tau / KB * (1 / (T + 1) - 1 / T))
hiding_wander = misfit / per_kelvin

V_read, thickness, hop = 0.1, 20.0, 5.0                 # V, nm, nm
field = V_read / thickness * 10                        # MV/cm
arg = V_read * hop / thickness / (2 * KB * T)
non_ohmic = np.sinh(arg) / arg - 1
R_thermal = 2.0                                       # K/uW
R_first = R_tau * np.exp(log_r(t_first))
heating = V_read**2 / R_first * R_thermal              # V^2/Mohm = uW

E_cryst, T_keep = 2.5, 378.0
t_cryst = [ten_years * np.exp(E_cryst / KB * (1 / temp - 1 / T_keep))
           for temp in (T, T_hot)]

E_mn = 0.05


def log_r_compensated(t):
    barrier = E_tau + dE * (np.exp(-1.0) - phi(t, tau, beta))
    return barrier / (KB * T) - barrier / E_mn


h = 1e-3
nu_mn = (log_r_compensated(tau * np.exp(h))
         - log_r_compensated(tau * np.exp(-h))) / (2 * h)
assert abs(nu_mn / (nu * (1 - KB * T / E_mn)) - 1) < 1e-5

# ---- printed numbers
print(f"quadratic coeff / beta^2 at s0=0.5: {quadratic[0.5]:.4f}")
print(f"quadratic coeff / beta^2 at s0=1: {abs(quadratic[1.0]):.4f}")
print(f"quadratic coeff / beta^2 at s0=2: {quadratic[2.0]:.4f}")
print(f"bound M on third derivative: {M:.4f}; M/6: {M/6:.4f}")
print(f"allowed error delta: {delta}")
print(f"guaranteed decades times beta: "
      f"{2*(6*delta/M)**(1/3)/LN10:.3f}")
print(f"leading estimate, decades times beta: "
      f"{2*(6*np.e*delta)**(1/3)/LN10:.3f}")
for key, val in widths.items():
    print(f"window at tau, beta={key}: {val:.2f} decades")
print(f"window at s0=0.5, beta=0.06: {width_off:.2f} decades")
print(f"window ratio, delta 1e-3 to 1e-6, at tau: {gain_tau:.2f}")
print(f"window ratio, delta 1e-3 to 1e-6, at s0=0.5: {gain_off:.2f}")
print(f"T = {T:.0f} K, kT = {KB*T*1e3:.2f} meV")
print(f"beta = {beta}, dE = {dE} eV, tau = {tau:.0f} s")
print(f"R(tau) = {R_tau} Mohm, E_a(tau) = {E_tau} eV")
print(f"dE/kT = {dE/(KB*T):.3f}")
print(f"u at 1e6 s: {L:.4f}")
print(f"drift exponent nu at tau: {nu:.4f}")
print(f"local exponent at 1 s: {local_nu(t_first):.4f}")
print(f"local exponent at 1e6 s: {local_nu(t_last):.4f}")
print(f"phi at 1 s: {phi(t_first, tau, beta):.4f}")
print(f"phi at 1e6 s: {phi(t_last, tau, beta):.4f}")
print(f"R at 1 s: {R_first:.3f} Mohm")
print(f"R at 1e6 s: {R_tau*np.exp(log_r(t_last)):.3f} Mohm")
print(f"fitted exponent, 1 s to 1e6 s: {nu_fit:.4f}")
print(f"slope drop: {100*slope_drop:.2f} %, L^2/10: {10*L**2:.2f} %")
print(f"largest misfit of ln R: {misfit:.4f}")
print(f"ln R change, beta/2 and 2 dE: {ambiguity:.4f}")
print(f"R at 10 years, model: {R_model:.2f} Mohm")
print(f"R at 10 years, power law: {R_power:.2f} Mohm")
print(f"R at infinite time, model: {R_end:.2f} Mohm")
print(f"attempt time: {attempt:.0e} s, barrier: {E_relax:.3f} eV")
print(f"tau at {T_hot:.0f} K: {tau_hot:.2f} s")
print(f"local exponent at {T_hot:.0f} K, 1 s: {nu_hot[0]:.4f}")
print(f"local exponent at {T_hot:.0f} K, 1e6 s: {nu_hot[1]:.4f}")
print(f"relaxed part at attempt time, 300 K: {100*early:.1f} %")
print(f"fall of R per +1 K: {100*per_kelvin:.2f} %")
print(f"temperature wander equal to misfit: {hiding_wander:.2f} K")
print(f"read: {V_read} V on {thickness:.0f} nm, {field:.3f} MV/cm")
print(f"non-ohmic excess current, {hop:.0f} nm hop: "
      f"{100*non_ohmic:.1f} %")
print(f"read heating at 1 s, {R_thermal} K/uW: {heating:.3f} K")
print(f"crystallization: {E_cryst} eV, 10 years at {T_keep:.0f} K")
print(f"1e6 s / crystallization time, 300 K: {t_last/t_cryst[0]:.1e}")
print(f"1e6 s / crystallization time, 350 K: {t_last/t_cryst[1]:.1e}")
print(f"nu with Meyer-Neldel energy {E_mn} eV: {nu_mn:.4f}")
print("tests ok")
```

It prints:

```
quadratic coeff / beta^2 at s0=0.5: -0.0758
quadratic coeff / beta^2 at s0=1: 0.0000
quadratic coeff / beta^2 at s0=2: 0.1353
bound M on third derivative: 0.4296; M/6: 0.0716
allowed error delta: 0.01
guaranteed decades times beta: 0.451
leading estimate, decades times beta: 0.475
window at tau, beta=1.0: 0.48 decades
window at tau, beta=0.5: 0.96 decades
window at tau, beta=0.1: 4.82 decades
window at tau, beta=0.06: 8.04 decades
window at tau, beta=0.03: 16.08 decades
window at s0=0.5, beta=0.06: 5.34 decades
window ratio, delta 1e-3 to 1e-6, at tau: 10.03
window ratio, delta 1e-3 to 1e-6, at s0=0.5: 31.67
T = 300 K, kT = 25.85 meV
beta = 0.06, dE = 0.12 eV, tau = 1000 s
R(tau) = 1.0 Mohm, E_a(tau) = 0.3 eV
dE/kT = 4.642
u at 1e6 s: 0.4145
drift exponent nu at tau: 0.1025
local exponent at 1 s: 0.0950
local exponent at 1e6 s: 0.0928
phi at 1 s: 0.5165
phi at 1e6 s: 0.2201
R at 1 s: 0.502 Mohm
R at 1e6 s: 1.985 Mohm
fitted exponent, 1 s to 1e6 s: 0.1007
slope drop: 1.70 %, L^2/10: 1.72 %
largest misfit of ln R: 0.0095
ln R change, beta/2 and 2 dE: 0.0166
R at 10 years, model: 3.19 Mohm
R at 10 years, power law: 3.66 Mohm
R at infinite time, model: 5.52 Mohm
attempt time: 1e-13 s, barrier: 0.952 eV
tau at 350 K: 5.18 s
local exponent at 350 K, 1 s: 0.0874
local exponent at 350 K, 1e6 s: 0.0622
relaxed part at attempt time, 300 K: 10.4 %
fall of R per +1 K: 3.78 %
temperature wander equal to misfit: 0.25 K
read: 0.1 V on 20 nm, 0.050 MV/cm
non-ohmic excess current, 5 nm hop: 3.9 %
read heating at 1 s, 2.0 K/uW: 0.040 K
crystallization: 2.5 eV, 10 years at 378 K
1e6 s / crystallization time, 300 K: 6.8e-12
1e6 s / crystallization time, 350 K: 6.8e-06
nu with Meyer-Neldel energy 0.05 eV: 0.0495
tests ok
```
